# Bound Charge per Perovskite Surface Cell and Its Electrode Screening

## 1. The form of the answer

Polarization is dipole moment per volume, so its unit is C m/m\(^3\) = C/m\(^2\), the unit of a surface charge density. Let \(\sigma_b\) be the charge per area that a uniform polarization \(\mathbf P\) leaves on a flat surface with outward normal \(\mathbf n\). It is a scalar, and when two sets of dipoles are superposed, their surface charges add. It is therefore linear in \(\mathbf P\): it doubles when every dipole doubles and changes sign when every dipole is reversed. After averaging over the surface cells, the only vectors available are \(\mathbf P\) and \(\mathbf n\). Hence

\[
\sigma_b=k\,\mathbf P\cdot\mathbf n ,
\]

where \(k\) is a pure number. For \(\mathbf P\) along \(\mathbf n\), a square surface cell of side \(a\) carries

\[
N=k\,\frac{Pa^2}{e}
\]

elementary charges. Symmetry and dimensions cannot supply \(k\); a count of charges gives \(k=1\).

This concerns the charge caused by polarization. On a bare surface without free or trapped electronic charge, it is the whole surface charge if the atomic layers parallel to the surface are formally neutral, as in a perovskite with 2+ and 4+ cations cut parallel to a cube face, and if no ions are missing from the surface or added to it. Both are assumed below.

## 2. Leading order: counting the charge

Take cells of height \(c\) stacked along \(z\), with the upper surface facing \(+z\). Each cell has charges \(+Qe\) and \(-Qe\), which lie in the same plane when the crystal is undistorted. Now move every positive charge by \(u\) along \(z\). The dipole per cell is \(Qeu\) and the cell volume is \(a^2c\), so

\[
P=\frac{Qeu}{a^2c}.
\]

To separate surface charge from the variation inside each cell, spread every plane of charge evenly over a height \(c\) centred on that plane. This keeps the total charge and the dipole moment. A plane \(\pm Qe\) becomes a density \(\pm Qe/(a^2c)\). Since the planes repeat with period \(c\), the spread positive planes fill the interior without gaps, and so do the negative ones. The two densities cancel there.

At the top they end at different heights. If the last negative plane is at \(z_0\), the negative density ends at \(z_0+c/2\) and the positive density at \(z_0+u+c/2\). For \(u>0\) a positive layer of thickness \(u\) remains, with charge per surface cell

\[
\frac{Qe}{a^2c}\times a^2u=\frac{Qeu}{c}=Pa^2 .
\]

For \(u<0\) the negative density extends further and the same expression gives the negative charge. Therefore \(k=1\) and

\[
\boxed{N=\frac{Pa^2}{e}}
\]

The lower face carries the opposite charge.

For \(P=0.30\) C/m\(^2\) and \(a=0.40\) nm,

\[
N=\frac{0.30\times(0.40\times10^{-9})^2}{1.602\times10^{-19}}
=\frac{4.8\times10^{-20}}{1.602\times10^{-19}}\approx0.30 .
\]

In the displacement picture, \(Q=4\), \(u=0.030\) nm and \(c=0.40\) nm give \(4\times0.030/0.40=0.30\). In this model a shift of less than a tenth of the cell height is enough. The charge and the shift are illustrative. In a real perovskite several ions move, and electrons shift with them, so formal charges times ionic shifts do not give the whole polarization.

The value is an average: ten surface cells together carry about three elementary charges. No particle of charge \(0.3e\) is implied. Reversing the polarization takes the charge from \(+0.30e\) to \(-0.30e\), a change of \(0.60e\) per cell, or 60 µC/cm\(^2\).

**When the layers are charged.** Suppose an undistorted crystal has alternating layers of charge \(+e\) and \(-e\) per cell, spaced by \(c/2\), and ends at the top in a negative layer. After the same spreading, the negative density extends \(c/2\) beyond the positive one. The surface charge per cell is

\[
-\frac{e}{a^2c}\times a^2\frac c2=-\frac e2 .
\]

A positive last layer gives \(+e/2\). This termination charge exceeds the ferroelectric \(0.30e\), so the condition of neutral layers matters.

## 3. Why the charge must be screened

Consider a wide slab with no electrodes, no free charge and no applied field. Outside, the average field is zero, because the two faces carry opposite charges. Apply Gauss's law to a flat box through the upper face, with fields counted along \(+z\):

\[
E_{\rm out}-E_{\rm in}=\frac{P}{\varepsilon_0},
\qquad E_{\rm out}=0
\quad\Rightarrow\quad
E_{\rm in}=-\frac{P}{\varepsilon_0}.
\]

The minus sign makes this a depolarizing field. If \(P\) is held at 0.30 C/m\(^2\), its size is

\[
\frac{0.30}{8.854\times10^{-12}}\ \text{V/m}\approx339\ \text{MV/cm},
\]

hundreds of times a rough film breakdown field of 1 MV/cm.

The polarization would in fact respond. Let \(P_0\) be its value at zero field and describe the response by a linear film permittivity \(\varepsilon_f\):

\[
P=P_0+\varepsilon_0(\varepsilon_f-1)E,
\qquad
D=\varepsilon_0E+P=P_0+\varepsilon_0\varepsilon_fE .
\]

Without free charge \(D=0\), so \(E=-P_0/(\varepsilon_0\varepsilon_f)\). With \(\varepsilon_f=100\) its size is 3.4 MV/cm, still above the rough breakdown value. Inserting this field in the expression for \(P\) gives

\[
P=P_0-\frac{\varepsilon_f-1}{\varepsilon_f}P_0=\frac{P_0}{\varepsilon_f}.
\]

The linear law would thus remove 99% of the polarization, which is far beyond the small changes for which it is meant. Both estimates say that a uniform state with 0.30 C/m\(^2\) needs compensating charge; neither predicts what an unscreened crystal does instead.

## 4. How far a metal electrode spreads its charge

A metal supplies the compensating charge by a small displacement of its electrons. For aluminium, take free electrons, three per atom, and a cubic cell of four atoms with a rough side of 0.405 nm. The density is

\[
n=\frac{12}{(0.405\ \text{nm})^3}\approx181\ \text{nm}^{-3}.
\]

A rigid shift \(x\) of the electrons exposes a charge \(nex\) per area. Setting this equal to \(P\) gives \(x=P/(ne)\approx0.010\) nm. Supply is no difficulty, but the screening charge has a finite depth, and a voltage falls across it.

To find the depth, let \(\phi\) be the potential relative to the deep metal. Filling states up to wave number \(k_F\), with two spins, gives \(n=2(4\pi k_F^3/3)/(2\pi)^3\), so \(k_F^3=3\pi^2n\) and

\[
E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m}\approx11.7\ \text{eV}.
\]

In the Thomas–Fermi model the local kinetic energy at the Fermi level is \(E_F+e\phi\). Since density varies as the \(3/2\) power of that energy,

\[
n(\phi)=n\left(1+\frac{e\phi}{E_F}\right)^{3/2}
\approx n+\frac{3ne\phi}{2E_F}.
\]

Extra electrons have charge density \(-e[n(\phi)-n]\). Poisson's equation becomes

\[
\phi''=\frac{e[n(\phi)-n]}{\varepsilon_0}\approx\frac{\phi}{\lambda^2},
\qquad
\lambda^2=\frac{2\varepsilon_0E_F}{3ne^2}.
\]

The solution that vanishes deep in the metal decays as \(e^{-x/\lambda}\), where \(x\) is now the depth. Its surface field has size \(|\phi_s|/\lambda\). By Gauss's law this equals \(\sigma/\varepsilon_0\) for a screening charge of size \(\sigma\) per area, so

\[
|\phi_s|=\frac{\sigma\lambda}{\varepsilon_0}.
\]

For aluminium \(\lambda\approx0.0487\) nm, and \(\sigma=0.30\) C/m\(^2\) gives 1.65 V per electrode.

**The first nonlinear correction.** Write \(V_F=E_F/e\). Multiplying the full Poisson equation by \(\phi'\) and integrating from the deep metal gives

\[
\frac{\phi'^2}{2}=\frac{en}{\varepsilon_0}\int_0^{\phi}
\left[\left(1+\frac{v}{V_F}\right)^{3/2}-1\right]dv .
\]

The bracket is \(3v/(2V_F)+3v^2/(8V_F^2)+\dots\). Integrating, and using \(1/\lambda^2=3en/(2\varepsilon_0V_F)\),

\[
\phi'^2\approx\frac{\phi^2}{\lambda^2}\left(1+\frac{\phi}{6V_F}\right).
\]

At fixed surface field, taking the square root gives

\[
|\phi_s|\approx\frac{\sigma\lambda}{\varepsilon_0}
\left(1\mp\frac{\sigma\lambda/\varepsilon_0}{12V_F}\right),
\]

with the upper sign where electrons are gained. The correction is \(1.65/(12\times11.7)\approx1.2\%\). The full integral gives 1.63 V for gain and 1.67 V for loss, in agreement. In the sum over the two electrodes these first corrections cancel, so the linear drop serves well within this model.

The model itself is less secure: \(\lambda\) is shorter than the spacing of atoms, where a smooth electron gas is a crude description. The model also leaves out the spill of electrons past the edge of the metal, which can move the screening charge by more than \(\lambda\). The voltages here and the bare-aluminium results below therefore illustrate the model; a real contact needs a screening length from measurement or from a first-principles calculation.

## 5. The shorted capacitor and its first correction

Let the film have thickness \(d\) and polarization along \(+z\), from the left electrode to the right one. The negative bound charge at the left attracts free charge \(+\sigma\); the right electrode carries \(-\sigma\). Gauss's law gives \(D=\sigma\) throughout the insulating region. Include an oxide of thickness \(t\) and permittivity \(\varepsilon_{\rm ox}\) at one electrode, with no charge trapped in it.

The electrodes are the same metal and are shorted, and any built-in interface voltages are assumed to cancel. The integral of the field between the two deep metals is then zero. Both metal layers and the oxide have fields along \(+z\), so

\[
\frac{2\sigma\lambda}{\varepsilon_0}
+\frac{\sigma t}{\varepsilon_0\varepsilon_{\rm ox}}+Ed=0 .
\]

Define the effective screening thickness \(s=2\lambda+t/\varepsilon_{\rm ox}\). Then \(E=-\sigma s/(\varepsilon_0d)\). Substitution in \(\sigma=P_0+\varepsilon_0\varepsilon_fE\) yields

\[
\sigma=P_0-\frac{\varepsilon_fs}{d}\sigma
\quad\Rightarrow\quad
\sigma=\frac{P_0}{1+\delta},\qquad
\delta=\frac{\varepsilon_fs}{d}.
\]

For a thick film \(\delta\ll1\), and the free charge per cell, in units of \(e\), is

\[
\boxed{N_{\rm free}=\frac{P_0a^2}{e}\left(1-\delta+O(\delta^2)\right)}
\]

The residual field is

\[
E=-\frac{P_0s}{\varepsilon_0d(1+\delta)}
\approx-\frac{P_0s}{\varepsilon_0d}.
\]

It falls as \(1/d\) because a nearly fixed interface voltage is spread over a thicker film.

The reduction in \(\sigma\) is mostly a reduction in polarization, not bound charge left uncovered. From \(D=\varepsilon_0E+P=\sigma\),

\[
P-\sigma=-\varepsilon_0E=\frac{P_0-\sigma}{\varepsilon_f}.
\]

With \(\varepsilon_f=100\), one hundredth of the missing free charge is uncovered bound charge; the rest reflects the lowered \(P\). The count \(Pa^2/e\) stays valid for the polarization actually present.

**The opposite limit.** For \(\delta\gg1\) the formula gives \(\sigma\approx P_0d/(\varepsilon_fs)\to0\) and \(E\to-P_0/(\varepsilon_0\varepsilon_f)\), the unscreened linear result of Section 3. This limit joins the two calculations correctly, but the linear film law has failed before it is reached, so it is no prediction for very thin films.

## 6. Numbers for a thick film with aluminium electrodes

Take \(P_0=0.30\) C/m\(^2\), \(\varepsilon_f=100\) and \(d=1000\) nm. For bare aluminium, \(s=2\times0.0487=0.0974\) nm and

\[
\delta=\frac{100\times0.0974}{1000}=0.0097 .
\]

The free charge falls by about 1% relative to \(P_0\), from 0.300 to 0.297 \(e\) per cell. The film field is \(-0.033\) MV/cm. Its size is below a rough coercive field of 0.05 MV/cm, though not by a wide margin. Coercive fields differ widely between samples, and a film with a lower one could partly switch back even here.

Now add 2 nm of aluminium oxide with rough permittivity 9, everything else held fixed:

\[
s=0.0974+\frac{2}{9}\approx0.320\ \text{nm},
\qquad \delta\approx0.032 .
\]

The first correction predicts a loss of 3.2%; the full formula gives 3.1%, or 0.290 \(e\) per cell. The difference is the \(\delta^2\) term, about 0.1%. Nonlinearity of the film, left out here, can change a term of this order, so only the first correction should be relied on. A finite-element solution of Poisson's equation for these two cases agreed with the formulas for \(\sigma\) and \(E\) to within one part in a thousand. That supports the algebra, not the material model.

As long as the film stays a single domain, the oxide changes the charge little but the fields a great deal. The film field becomes \(-0.105\) MV/cm, about twice the rough coercive value in size, so part of the film may switch back and leave it divided into domains. The depolarizing field weakens as the mean polarization falls, so it cannot by itself reverse the whole film. In this model the field is proportional to the mean polarization, so switching back until its size falls to 0.05 MV/cm would leave only \(0.05/0.105\approx0.48\) of the mean charge; the 3.1% loss holds only if the film does not switch. The field inside the oxide is

\[
\frac{\sigma}{\varepsilon_0\varepsilon_{\rm ox}}\approx36.5\ \text{MV/cm},
\]

with 7.3 V across 2 nm. This is well above a rough oxide breakdown field of 10 MV/cm, so the assumption of a perfectly insulating, charge-free oxide contradicts its own result. Charge may leak to the boundary between oxide and film. If it compensated the bound charge there, the oxide voltage would fall and the depolarizing field with it; how much charge arrives is not determined here.

## 7. Comparison with a real ferroelectric

The parameters are comparable to those of barium titanate near room temperature, though its permittivity along the polarization can be about twice the 100 used here, which would double \(\delta\). A rough polarization of 0.26 C/m\(^2\) for that material, with the same cell side, gives 0.26 \(e\) per cell, 13% below the round-number estimate. The thickness of 1000 nm favours small \(\delta\): since \(\delta\) varies as \(1/d\), a 100 nm film with bare aluminium electrodes would have \(\delta\approx0.10\) and a field of about \(-0.30\) MV/cm. That is six times the rough coercive value, so a single domain cannot be assumed at that thickness. With a rough pyroelectric coefficient of size 200 µC/(m\(^2\) K), a change of 30 K alters the charge by about 0.006 \(e\) per cell, or 2% of 0.30 \(e\). Here the coefficient is illustrative and held constant; in barium titanate it can be twice as large or more, and it grows on heating towards the loss of ferroelectricity. The estimate also requires that no phase transition is near or crossed. Barium titanate has one near 5 °C, so the estimate does not apply to cooling it by 30 K from room temperature. Real films can also break the assumption of a single domain. If a fraction \(f\) of the area is reversed, the mean charge is multiplied by \((1-f)-f=1-2f\), so 10% reversed area lowers 0.30 to 0.24 \(e\) per cell, although each domain keeps its local 0.30 \(e\). In these examples the 13% change from a different polarization and the 20% change from reversed domains both exceed the screening correction to the charge, which is 1% to 3% for \(\varepsilon_f=100\) and \(d=1000\) nm if the film stays a single domain; with the oxide, switching back driven by the residual field can remove much more. The residual field, by contrast, depends strongly on the interface. The numerical output below lists the main values used.

## Computed results

```
Polarization: 0.30 C/m^2 = 30 uC/cm2
Surface cell side: 0.40 nm
Cell height: 0.40 nm
Surface cell area: 0.16 nm^2
Elementary charge: 1.6022e-19 C
Bound charge per cell: 4.80e-20 C
Bound charge per cell: 0.2996 e
Bound charge density: 1.872 e/nm^2
Bound charge density: 1.87e+14 e/cm2
Reversal charge: 60 uC/cm2
Reversal charge per cell: 0.599 e
Plane model, displacement of 4 e: 0.030 nm
Plane model, counted top charge: 0.3000 e/cell
Plane model, reversed top charge: -0.3000 e/cell
Charged layers, minus end: -0.50 e/cell
Charged layers, plus end: 0.50 e/cell
Unscreened field size, P held: 339 MV/cm
Film permittivity (rough): 100
Unscreened field size, linear: 3.39 MV/cm
Film breakdown (rough): 1 MV/cm
Al lattice constant (rough): 0.405 nm
Al electron density: 181 per nm^3
Al Fermi energy, free electrons: 11.7 eV
Al electron-sea shift: 0.0104 nm
Al Thomas-Fermi length: 0.0487 nm
Drop per electrode, linear: 1.65 V
Drop, electrons gained: 1.63 V
Drop, electrons lost: 1.67 V
Film thickness: 1000 nm
Bare Al screening charge: 0.2967 e/cell
Bare Al missing charge: 0.97 %
Bare Al film field: -0.0327 MV/cm
Coercive field (rough): 0.05 MV/cm
Oxide thickness: 2 nm
Oxide permittivity (rough): 9
With oxide, screening charge: 0.2903 e/cell
With oxide, missing charge: 3.10 %
With oxide, film field: -0.105 MV/cm
Field inside oxide: 36.5 MV/cm
Voltage across oxide: 7.3 V
Oxide breakdown (rough): 10 MV/cm
Pyroelectric size (rough): 200 uC/(m^2 K)
Temperature change: 30 K
Thermal change size: 0.0060 e/cell
Rough BaTiO3 polarization: 0.26 C/m^2
Charge for that polarization: 0.260 e/cell
```
